\section*{Removing Centre-of-Mass Energy from Laboratory-Frame Correlated Gaussian Calculations}

\section{The error in an uncorrected laboratory energy}

A helium-4 calculation that treats the nucleus and both electrons as moving particles can give $-2.901628$ hartree where the same internal functions, used in internal coordinates, give $-2.903272$ hartree. The difference, $1.645\times10^{-3}$ hartree, is kinetic energy of the atom as a whole. It is about 75 times the mass-polarization shift, $2.179\times10^{-5}$ hartree, that such a calculation may be meant to resolve. For the positronium negative ion the damage is worse: a basis that describes a bound ion at $-0.261997$ hartree can return a laboratory energy of $+0.738003$ hartree.

Subtracting a centre-of-mass energy cures both cases, but only if the basis has the right structure. Otherwise an error remains that can still exceed the mass-polarization shift. The task is to find the structure, the number to subtract, and the error left when the structure is missing.

Atomic units are used, with energies in hartree and lengths in bohr. Particles $i=0,\dots,N-1$ have masses $m_i$, charges $q_i$ and positions $\mathbf r_i$. The model is nonrelativistic with point charges. Define
\begin{equation}
M=\sum_i m_i,\qquad w_i=\frac{m_i}{M},\qquad \mathbf R=\sum_i w_i\mathbf r_i ,
\end{equation}
and let $\mathbf 1$ be the column of $N$ ones, so that $\mathbf 1^Tw=1$.

\section{Separating the Hamiltonian}

Take particle 0 as origin and set $\mathbf x_i=\mathbf r_i-\mathbf r_0$ for $i\ge1$. Let $\mathbf P$ and $\boldsymbol\pi_i$ be the momenta conjugate to $\mathbf R$ and $\mathbf x_i$. The chain rule gives
\begin{equation}
\mathbf p_i=w_i\mathbf P+\boldsymbol\pi_i\quad(i\ge1),\qquad
\mathbf p_0=w_0\mathbf P-\sum_{j\ge1}\boldsymbol\pi_j .
\end{equation}
Insert these in $\sum_i p_i^2/2m_i$. Since $w_i^2/m_i=m_i/M^2$, the terms in $P^2$ add to $P^2/2M$. Since $w_i/m_i=1/M$ for every particle, the cross terms are $M^{-1}\mathbf P\cdot(\sum_j\boldsymbol\pi_j-\sum_j\boldsymbol\pi_j)=0$. What remains is
\begin{equation}
\sum_{i\ge1}\frac{\pi_i^2}{2m_i}+\frac{1}{2m_0}\Bigl(\sum_{i\ge1}\boldsymbol\pi_i\Bigr)^2 .
\end{equation}
Expanding the square and writing $1/\mu_i=1/m_i+1/m_0$ gives $H=P^2/2M+H_{\rm int}$ with
\begin{equation}
H_{\rm int}=\sum_{i\ge1}\frac{\pi_i^2}{2\mu_i}
+\frac1{m_0}\sum_{1\le i<j}\boldsymbol\pi_i\cdot\boldsymbol\pi_j+V .
\label{eq:hint}
\end{equation}
The middle term is mass polarization: the recoil of particle 0 correlates the momenta of the others. It does not appear explicitly in the laboratory Hamiltonian, but it is contained there.

In laboratory coordinates the kinetic energy is $\sum_{ij}K_{ij}\,\mathbf p_i\cdot\mathbf p_j$ with $K=\mathrm{diag}(1/2m_i)$. Because $\mathbf P=\sum_i\mathbf p_i$, removing $P^2/2M$ replaces $K$ by
\begin{equation}
K_{\rm int}=K-\frac{\mathbf 1\mathbf 1^T}{2M},\qquad K_{\rm int}w=0 .
\label{eq:kint}
\end{equation}
The second relation holds because $(Kw)_i=m_i/(2m_iM)=1/2M$, which the subtracted matrix cancels.

\section{The structure of a laboratory Gaussian}

The basis functions are
\begin{equation}
\phi_k=\exp\Bigl(-\sum_{ij}(A_k)_{ij}\,\mathbf r_i\cdot\mathbf r_j\Bigr)\equiv e^{-r^TA_kr},
\end{equation}
with $A_k$ real, symmetric and positive definite. For any such $A$ define
\begin{equation}
c=\mathbf 1^TA\mathbf 1,\qquad v=\frac{A\mathbf 1}{c},\qquad B=A-c\,vv^T .
\end{equation}
Then $\mathbf 1^Tv=1$ and $B\mathbf 1=cv-cv=0$. Writing $\beta_{ij}=-B_{ij}$ for $i\ne j$, the zero row sums fix $B_{ii}=\sum_{j\ne i}\beta_{ij}$, and
\begin{equation}
r^TBr=\sum_{i<j}\beta_{ij}\bigl(r_i^2+r_j^2-2\mathbf r_i\cdot\mathbf r_j\bigr)
=\sum_{i<j}\beta_{ij}|\mathbf r_i-\mathbf r_j|^2 .
\end{equation}
Every Gaussian is therefore a product
\begin{equation}
\phi=e^{-cg^2}\,e^{-x^Tax},\qquad \mathbf g=\sum_iv_i\mathbf r_i ,
\label{eq:product}
\end{equation}
where $a$ is $B$ without the row and column of particle 0. The point $\mathbf g$ is a centre, but not necessarily the centre of mass. Their difference is
\begin{equation}
\mathbf g-\mathbf R=\sum_i(v_i-w_i)\mathbf r_i=\sum_{i\ge1}(v_i-w_i)\mathbf x_i ,
\end{equation}
since the coefficients $v_i-w_i$ add to zero. Expanding $cg^2$ produces a term $2c\,\mathbf R\cdot(\mathbf g-\mathbf R)$ that couples $\mathbf R$ to the internal coordinates. It vanishes for all positions if and only if $v=w$. The condition for a product of a centre-of-mass function and an internal function is thus
\begin{equation}
A_k\mathbf 1=c_k\,w .
\label{eq:constraint}
\end{equation}

To impose it, choose the pair exponents $\beta_{ij}$ and $c$, and set
\begin{equation}
A_{ij}=c\,w_iw_j-\beta_{ij}\ (i\neq j),\qquad
A_{ii}=c\,w_i-\sum_{j\ne i}A_{ij}.
\label{eq:algorithm}
\end{equation}
With $c$ fixed, $N(N-1)/2$ parameters per function remain, as many as in internal coordinates. By Eq.~\eqref{eq:product}, $A$ is positive definite if $c>0$ and $a$ is positive definite; positive $\beta_{ij}$ suffice.

For masses $2,1,1$ one has $w=(\tfrac12,\tfrac14,\tfrac14)$. Take $c=4$ and $(\beta_{01},\beta_{02},\beta_{12})=(1,0.5,0.25)$. Then $A_{01}=4/8-1=-0.5$, $A_{02}=4/8-0.5=0$ and $A_{12}=4/16-0.25=0$. The row sums must be $2,1,1$, so the diagonal is $2.5,1.5,1$. A vanishing $A_{02}$ does not mean that the internal function lacks $|\mathbf r_0-\mathbf r_2|$; here $\beta_{02}=0.5$.

Exchange of identical particles is a permutation matrix $\Pi$ with $\Pi w=w$ and $\Pi\mathbf 1=\mathbf 1$. Hence $\Pi^TA\Pi\mathbf 1=\Pi^TA\mathbf 1=c\,w$, and symmetrization respects the constraint.

\section{Matrix elements and the number to subtract}

Let $D=A_k+A_l$ and $G=D^{-1}$. Diagonalizing $D$ by an orthogonal transformation reduces the overlap to a product of three-dimensional Gaussian integrals:
\begin{equation}
S_{kl}=\Bigl(\frac{\pi^N}{\det D}\Bigr)^{3/2},\qquad
\langle\mathbf r_a\cdot\mathbf r_b\rangle=\tfrac32G_{ab},
\end{equation}
where the average has weight $e^{-r^TDr}$. For the kinetic energy, integrate by parts once and use $\nabla_i\phi=-2(Ar)_i\phi$:
\begin{equation}
\frac{T_{kl}}{S_{kl}}=4\sum_{ab}(A_kKA_l)_{ab}\langle\mathbf r_a\cdot\mathbf r_b\rangle
=6\,\mathrm{tr}(A_kKA_lG).
\label{eq:kin}
\end{equation}
For the Coulomb terms, let $b$ have entries $+1$ at $i$, $-1$ at $j$ and zero elsewhere, and put $s=b^TGb$. The separation vector $\mathbf r_i-\mathbf r_j$, of length $\rho$, has the density $(\pi s)^{-3/2}e^{-\rho^2/s}$, so
\begin{equation}
\Bigl\langle\frac1\rho\Bigr\rangle=\frac{4\pi}{(\pi s)^{3/2}}\int_0^\infty\rho\,e^{-\rho^2/s}d\rho
=\frac{4\pi}{(\pi s)^{3/2}}\frac s2=\frac2{\sqrt{\pi s}} .
\end{equation}

Now suppose that all functions share the same $c$ and the same $v$, not yet assumed equal to $w$. If the functions are symmetrized, the permuted copies must share $v$ as well, which requires $\Pi v=v$. Then $D\mathbf 1=2cv$, hence $Gv=\mathbf 1/2c$. Insert $A_k=c\,vv^T+B_k$ in Eq.~\eqref{eq:kin}. The four parts of the trace are
\begin{align}
c^2\,\mathrm{tr}(vv^TKvv^TG)&=c^2(v^TKv)(v^TGv)=\tfrac c2\,v^TKv,\\
c\,\mathrm{tr}(vv^TKB_lG)&=c\,v^TKB_lGv=\tfrac12v^TKB_l\mathbf 1=0,\\
c\,\mathrm{tr}(B_kKvv^TG)&=c\,v^TGB_kKv=\tfrac12\mathbf 1^TB_kKv=0,
\end{align}
and $\mathrm{tr}(B_kKB_lG)$. In the last part $K$ may be replaced by $K_{\rm int}$, because $B_k\mathbf 1=0$. It is two thirds of the average of $(B_kr)^TK_{\rm int}(B_lr)$, which depends on coordinate differences alone. By Eq.~\eqref{eq:product} these are distributed independently of $\mathbf g$. Multiplied by the factor 6 of Eq.~\eqref{eq:kin}, this part is therefore the kinetic element of $H_{\rm int}$ between the internal functions, divided by their overlap. The Coulomb averages also depend on differences alone. The change from $r$ to $(\mathbf g,x)$ has unit Jacobian, so all overlaps acquire the same factor $(\pi/2c)^{3/2}$, which cancels on normalization. With normalized centre functions,
\begin{equation}
H_{kl}=H^{\rm int}_{kl}+3c\,(v^TKv)\,S^{\rm int}_{kl}.
\label{eq:shift}
\end{equation}
A multiple of the overlap matrix shifts all generalized eigenvalues equally and leaves the eigenvectors unchanged. For $v=w$ one has $w^TKw=\sum_im_i/(2M^2)=1/2M$, so for every level $n$ of the basis
\begin{equation}
E_n^{\rm lab}=E_n^{\rm int}+\frac{3c}{2M}.
\label{eq:main}
\end{equation}
The last term is the kinetic energy of a particle of mass $M$ in the state $e^{-cR^2}$. If $K_{\rm int}$ is used before diagonalization, Eq.~\eqref{eq:shift} contains $w^TK_{\rm int}w=0$ instead, and the internal result appears directly. Subtracting a number and subtracting an operator are then equivalent.

Equation~\eqref{eq:main} holds for excited levels too. In a four-particle model with masses $5,3,1,2$ and twelve functions, the largest deviation over all twelve levels was $2.4\times10^{-13}$ hartree.

\section{Choosing the width}

In exact arithmetic $c$ is irrelevant after subtraction. It should not be optimized: the uncorrected energy~\eqref{eq:main} falls steadily as $c\to0$, so minimization would drive every exponent matrix towards a singular one. The overlaps of normalized functions do not depend on $c$, but their numerical evaluation and that of the Coulomb terms lose accuracy. Indeed, $\mathbf r_a=\mathbf g+\mathbf y_a$ with independent $\mathbf g$ and $\mathbf y_a$, and $\langle g^2\rangle=3/4c$, so each entry of $G$ contains the common term $1/2c$. It cancels in $s=b^TGb$. If the entries are rounded with relative precision $\epsilon$, the subtraction can leave a relative error of order $\epsilon/(2cs)$ in $s$. At large $c$ the danger is different: a large number $3c/2M$ is added and removed, with an absolute rounding error of at least order $\epsilon\,3c/2M$. The actual error can be much larger. The trace in Eq.~\eqref{eq:kin} contains $c^2(w^TKw)(w^TGw)$, and the small value $w^TGw=1/2c$ results from cancellation among entries of $G$ that stay finite at large $c$. Their rounding errors are thus multiplied by $c^2$. This growth appears when the masses are comparable, as in the positronium ion. With one heavy particle the finite parts of $w^TGw$ carry factors of order $1/M^2$, and for helium the error stays near $\epsilon\,3c/2M$ up to $c=10^8$. A $c$ comparable with typical internal exponents avoids both extremes.

\section{Error analysis when the structure is missing}

\subsection{Unequal widths}

Let every function obey Eq.~\eqref{eq:constraint}, but with its own $c_k$. For normalized centre functions $\chi_k=(2c_k/\pi)^{3/4}e^{-c_kR^2}$ the overlap is
\begin{equation}
F_{kl}=\Bigl(\frac{4c_kc_l}{\pi^2}\Bigr)^{3/4}\Bigl(\frac{\pi}{c_k+c_l}\Bigr)^{3/2}
=\Bigl(\frac{2\sqrt{c_kc_l}}{c_k+c_l}\Bigr)^{3/2}.
\end{equation}
Since $H_{\rm int}$ does not act on $\mathbf R$, both its matrix and the overlap matrix are multiplied element by element by $F_{kl}$. With $\eta=\ln(c_k/c_l)$, $F_{kl}=[\cosh(\eta/2)]^{-3/2}\simeq1-3\eta^2/16$, so a small spread of widths changes the matrices only in second order. This does not make the energy error negligible: in one 100-function helium basis, alternating widths with $\eta=0.01$ and $0.1$ raised the energy by $3\times10^{-6}$ and $3.5\times10^{-5}$ hartree, the latter more than the mass-polarization shift.

The sign of the energy error follows without approximation. A state $\Psi=\sum_kd_k\chi_k(\mathbf R)\varphi_k(x)$ is, at each fixed $\mathbf R$, a function $f_{\mathbf R}(x)$ in the span of the internal functions $\varphi_k$. If $E_0^{\rm b}$ is the lowest internal energy in that span,
\begin{equation}
\langle\Psi|H_{\rm int}|\Psi\rangle=\int d^3R\,\langle f_{\mathbf R}|H_{\rm int}|f_{\mathbf R}\rangle
\ge E_0^{\rm b}\int d^3R\,\langle f_{\mathbf R}|f_{\mathbf R}\rangle .
\label{eq:bound}
\end{equation}
Unequal widths cannot improve the internal energy. They entangle internal and overall motion, and this costs energy unless $f_{\mathbf R}$ stays in the lowest eigenspace for almost every $\mathbf R$. For wholly unconstrained $A_k$, $f_{\mathbf R}$ leaves the span, but the same argument bounds the energy from below by the true lowest internal energy of the given exchange symmetry.

The order of operations now matters. Diagonalizing $H-P^2/2M$ minimizes the internal energy over the basis. Diagonalizing $H$ and then subtracting $\langle P^2/2M\rangle$ evaluates the same operator in another vector of the basis, and cannot give less.

\subsection{A common centre that is not the centre of mass}

A simple way to confine all particles is $A=B+(c/N)I$, with $I$ the unit matrix. With the geometric centre $\mathbf g=N^{-1}\sum_i\mathbf r_i$,
\begin{equation}
\frac cN\sum_ir_i^2=c\,g^2+\frac c{N^2}\sum_{i<j}|\mathbf r_i-\mathbf r_j|^2 .
\end{equation}
The tether thus has $v=\mathbf 1/N$ and also adds $c/N^2$ to every pair exponent. Equation~\eqref{eq:shift}, with $K_{\rm int}$ in place of $K$, gives the excess left after operator subtraction, measured from the internal result with those enlarged exponents:
\begin{equation}
\Delta E=3c\,v^TK_{\rm int}v=\frac{3c\kappa}{N^2},\qquad
\kappa=\sum_i\frac1{2m_i}-\frac{N^2}{2M}.
\label{eq:tether}
\end{equation}
No small-$c$ approximation was needed, although the numerical output labels this expression a small-$c$ law. For equal masses $m$, $\kappa=N/2m-N^2/(2Nm)=0$, as it must be when the two centres coincide.

The excess is the same for every level, so it can also be removed as a known number. Subtracting $3c\,v^TKv$ from the laboratory energies, instead of the centre-of-mass energy $3c/2M$, restores the internal result with the enlarged exponents.

The centre of mass is the best common centre. By the Cauchy--Schwarz inequality,
\begin{equation}
1=\Bigl(\sum_i\frac{v_i}{\sqrt{m_i}}\sqrt{m_i}\Bigr)^2\le M\sum_i\frac{v_i^2}{m_i}=2M\,v^TKv ,
\end{equation}
with equality only for $v=w$. If slightly wrong masses give $v=w+\delta$ with $\mathbf 1^T\delta=0$ and $\delta$ equal for identical particles, then $K_{\rm int}w=0$ leaves $\Delta E=3c\,\delta^TK\delta$, which is of second order in $\delta$.

\section{Two three-body systems}

The ground states of helium-4 and of the positronium negative ion were computed with 100 Gaussians each, symmetrized in the two electrons. The functions were selected by energy gain in internal coordinates, alternately with and without the mass-polarization term, and rebuilt in laboratory coordinates through Eq.~\eqref{eq:algorithm}.

For helium, $M=7296.2995$. At $c=2$ the centre-of-mass energy is $3\times2/(2\times7296.2995)=4.11167\times10^{-4}$ hartree, and
\begin{equation}
-2.902861064-0.000411167=-2.903272231\ \text{hartree},
\end{equation}
the internal-coordinate value to all printed digits. For the ion, $M=3$ and the correction at $c=2$ is exactly 1 hartree: $0.738003343-1=-0.261996657$ hartree, again the internal value. Tests at $c=0.5$, 2 and 8 confirmed the equality within $10^{-8}$ hartree for both routes of subtraction.

This equality says nothing about the quality of the internal basis. That was judged by an independent Hylleraas calculation, with functions $e^{-\zeta(r_1+r_2)}$ times polynomials in $r_1$, $r_2$ and $r_{12}$. In the table, $\Delta_{\rm mp}$ is the energy from Eq.~\eqref{eq:hint} minus that without the mass-polarization term, reduced masses being kept in both. All entries are in hartree.

\begin{center}
\begin{tabular}{lcc}
 & helium-4 & positronium ion\\
\hline
$E_{\rm int}$, Gaussian & $-2.903272$ & $-0.261997$\\
$E_{\rm int}$, Hylleraas & $-2.903304$ & $-0.262004$\\
$\Delta_{\rm mp}$, Gaussian & $2.179\times10^{-5}$ & $1.869\times10^{-3}$\\
$\Delta_{\rm mp}$, Hylleraas & $2.179\times10^{-5}$ & $1.870\times10^{-3}$
\end{tabular}
\end{center}

The Gaussian helium energy lies $3.2\times10^{-5}$ hartree above the Hylleraas value, more than the whole mass-polarization shift. The shift itself agrees because the energy without mass polarization is too high by nearly the same amount. In the ion the two offsets are $7.5\times10^{-6}$ and $9.4\times10^{-6}$ hartree; their incomplete cancellation leaves a difference of 0.1\% in the shift. The Hylleraas entries, of polynomial degree 8, are themselves not converged in the last digit. At degree 16 the energies fall by $7\times10^{-8}$ hartree for helium and $9\times10^{-7}$ hartree for the ion, to $-2.903305$ and $-0.262005$, and the two ion offsets become $8.4\times10^{-6}$ and $1.03\times10^{-5}$ hartree; the Hylleraas shifts keep the digits shown. They correspond to $4.78\ \mathrm{cm}^{-1}$ for helium and $410.5\ \mathrm{cm}^{-1}$ for the ion. Relativistic, radiative and nuclear-size effects are left out.

Alternating the widths between 0.5 and 2 makes $F_{kl}=0.8^{3/2}\simeq0.716$ for unlike pairs. With operator subtraction before diagonalization, the helium energy rises to $-2.902861$ hartree, an error of $4.11\times10^{-4}$ hartree relative to the common-width result, or 19 times $\Delta_{\rm mp}$. Subtracting the expectation value afterwards raises the error to $4.21\times10^{-4}$ hartree. For the ion the two errors are $5.5\times10^{-5}$ and $9.0\times10^{-5}$ hartree, in the order required by the variational argument. These sizes belong to the particular basis. Each half of the basis has a common width, so the error with operator subtraction cannot exceed the energy lost by keeping only that half. Other 100-function helium bases selected by energy gain gave $4\times10^{-4}$ to $1.4\times10^{-3}$ hartree, and a nested series of 50, 100 and 200 functions gave $4.8\times10^{-3}$, $4.4\times10^{-4}$ and $1.2\times10^{-4}$ hartree.

For the tethered helium basis with $c=0.01$, Eq.~\eqref{eq:tether} and direct diagonalization both give an excess of $3.332\times10^{-3}$ hartree, about 150 times $\Delta_{\rm mp}$. At $c=0.1$ both give ten times as much. The excess is large because the geometric centre gives each light electron the same weight as the nucleus, so confining it costs electronic kinetic energy. In the ion, where all masses are equal, the computed excess is below $10^{-10}$ hartree at both widths.

\section*{Calculated quantities}
\begin{verbatim}
Constraint example: masses 2,1,1 m_e; c = 4 bohr^-2
beta01, beta02, beta12 = 1, 0.5, 0.25 bohr^-2
A row (bohr^-2):   2.5000  -0.5000   0.0000  row sum 2.0000
A row (bohr^-2):  -0.5000   1.5000   0.0000  row sum 1.0000
A row (bohr^-2):   0.0000   0.0000   1.0000  row sum 1.0000
Four-body model: masses 5,3,1,2 m_e; charges +,+,-,-; c = 1.3 bohr^-2
12 levels, largest lab-internal deviation: 2.4e-13 hartree
Helium-4 atom: M = 7296.299542 m_e, 100 Gaussians
 internal energy: -2.903272231 hartree
 without mass polarization: -2.903294024 hartree
 mass-polarization shift: 2.1793e-05 hartree = 4.783 cm^-1
 Hylleraas internal energy: -2.903304485 hartree
 Hylleraas without mass polarization: -2.903326277 hartree
 Hylleraas mass-polarization shift: 2.1793e-05 hartree
 c=0.5 bohr^-2: lab -2.903169440, CM 0.000102792, lab-CM -2.903272231 hartree
 c=2.0 bohr^-2: lab -2.902861064, CM 0.000411167, lab-CM -2.903272231 hartree
 c=8.0 bohr^-2: lab -2.901627562, CM 0.001644669, lab-CM -2.903272231 hartree
 c=0.5/2 alternating, T_CM removed before: -2.902861449 hartree
 c=0.5/2 alternating, <T_CM> removed after: -2.902850826 hartree
 tether c=0.1 bohr^-2: excess 3.332e-02, small-c law 3.332e-02 hartree
 tether c=0.01 bohr^-2: excess 3.332e-03, small-c law 3.332e-03 hartree
Positronium negative ion: M = 3.000000 m_e, 100 Gaussians
 internal energy: -0.261996657 hartree
 without mass polarization: -0.263865225 hartree
 mass-polarization shift: 1.8686e-03 hartree = 410.103 cm^-1
 Hylleraas internal energy: -0.262004189 hartree
 Hylleraas without mass polarization: -0.263874591 hartree
 Hylleraas mass-polarization shift: 1.8704e-03 hartree
 c=0.5 bohr^-2: lab -0.011996657, CM 0.250000000, lab-CM -0.261996657 hartree
 c=2.0 bohr^-2: lab 0.738003343, CM 1.000000000, lab-CM -0.261996657 hartree
 c=8.0 bohr^-2: lab 3.738003343, CM 4.000000000, lab-CM -0.261996657 hartree
 c=0.5/2 alternating, T_CM removed before: -0.261941218 hartree
 c=0.5/2 alternating, <T_CM> removed after: -0.261906676 hartree
 tether c=0.1 bohr^-2: excess -1.809e-11, small-c law 0.000e+00 hartree
 tether c=0.01 bohr^-2: excess 2.099e-12, small-c law 0.000e+00 hartree
\end{verbatim}
